# First-Layer Coverage by Islands That Nucleate Steadily and Spread at Constant Speed, part 2

Islands one layer high nucleate at random on an initially bare, unlimited surface and spread until they merge. We ask for the expected covered fraction $\theta$ at time $t$. Nuclei appear at constant rate $J$ per bare area and time. Each starts as a point and grows into a disc with constant edge speed $v$; its age is $u$. The extended coverage $X$ is the total disc area per unit surface area, overlaps counted repeatedly:

$$X(t)=\frac{\pi Jv^2t^3}{3}=kt^3,\qquad k=\frac{\pi Jv^2}{3},\qquad \theta(t)=1-e^{-kt^3}.$$

This is the "original law". For nuclei of density $n$ all present at the start,

$$\theta(t)=1-e^{-\pi n v^2t^2}\qquad\text{(one burst at time zero)}.$$

The derivation also admits phantoms, fictitious nuclei on covered ground. A phantom born at $\mathbf x'$ and time $t'$ lies in an older real island born at $\mathbf x_0$ and $t_0$. For any point $\mathbf y$ in its disc, the triangle inequality gives

$$|\mathbf y-\mathbf x_0|\le|\mathbf y-\mathbf x'|+|\mathbf x'-\mathbf x_0|\le v(t-t')+v(t'-t_0)=v(t-t_0).$$

The phantom thus stays inside the older island and changes nothing. This fails for radius $r=c\sqrt{\text{age}}$, where phantoms outrun older islands.

The example is vapour-phase epitaxy on Ge(111) at 800 K, with $J=4.0\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$, $v=50$ nm/s and $k=1.047\ \mathrm{s^{-3}}$. The half-time, when $\theta=1/2$, is

$$t_{1/2}=\left(\frac{\ln 2}{k}\right)^{1/3}=\left(\frac{0.693}{1.047}\right)^{1/3}\mathrm{s}=0.87\ \mathrm{s}.$$

The filling rate $\dot\theta$ (a dot means $d/dt$) peaks at 1.19 layers/s, or 24 nm/min for a layer height of 0.329 nm, from a rounded lattice constant. Simulations with nucleation on bare ground alone gave $\theta=0.205$ at 0.6 s and 0.839 at 1.2 s. They ruled out $1-e^{-X_{\rm r}}$, the "real-only exponent" formula, where $X_{\rm r}$ counts only real nuclei:

$$X_{\rm r}(t)=\int_0^tJ\,[1-\theta(s)]\,\pi v^2(t-s)^2\,ds<X(t).$$

### What a slope can tell

Taking logarithms twice gives

$$\ln[-\ln(1-\theta)]=\ln k+3\ln t .$$

Plotted against $\ln t$, this is a straight line of slope 3. The simulated coverages at 0.6 s and 1.2 s give a slope of 2.995.

A single burst gives slope 2 instead. If a density $n$ of nuclei is present at the start and steady nucleation follows, then $X=\pi nv^2t^2+kt^3$ and the local slope is

$$\frac{d\ln X}{d\ln t}=\frac{2\pi nv^2t^2+3kt^3}{\pi nv^2t^2+kt^3}.$$

It moves from 2 to 3 and passes 2.5 when the two parts of $X$ are equal, at $t=3n/J$. An error in the time origin can mislead in the other direction. If growth really starts at $t_0>0$, then $X=k(t-t_0)^3$ and the slope is $3t/(t-t_0)$, which is larger than 3. The growth law of the islands matters as well. With steady nucleation and $r=c\sqrt{\text{age}}$, the extended coverage with phantoms included grows as $t^2$, and the measured slope is close to 2, as for a single burst at constant edge speed. A slope is therefore evidence about nucleation only if both the start of growth and the growth law are known well enough.

### How many islands form

Real nuclei appear at rate $J(1-\theta)$ per unit total area. Their final density is

$$n_\infty=J\int_0^\infty e^{-ks^3}\,ds .$$

Set $w=ks^3$, so that $s=(w/k)^{1/3}$ and $ds=\tfrac13k^{-1/3}w^{-2/3}\,dw$. Then

$$n_\infty=\frac{J}{3k^{1/3}}\int_0^\infty w^{-2/3}e^{-w}\,dw=\frac{J}{k^{1/3}}\,\frac{\Gamma(1/3)}{3}=J\,\Gamma(4/3)\,k^{-1/3},$$

where $\Gamma(z+1)=z\Gamma(z)$ was used in the last step. For the example $n_\infty=3.5\times10^{10}\ \mathrm{cm^{-2}}$, and $n_\infty^{-1/2}=53$ nm is a typical spacing. With $k\propto Jv^2$, the density scales as $(J/v)^{2/3}$. Faster edges leave less time for new islands.

Integrating the same rate up to 1.6 s gives $3.51\times10^{10}\ \mathrm{cm^{-2}}$. The simulation gives the same value to these digits, with a standard error of $0.01\times10^{10}\ \mathrm{cm^{-2}}$.

### Triangles instead of discs

A surface with threefold symmetry can favour triangular islands. Let all islands be equilateral triangles of the same orientation, with each edge moving outward at speed $v$. At age $u$ the inscribed circle has radius $r=vu$. The side is $2\sqrt3\,r$ and the area is

$$\frac{\sqrt3}{4}\left(2\sqrt3\,r\right)^2=3\sqrt3\,r^2 .$$

The phantom argument survives with a new measure of distance. Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be the outward unit normals of the edges and define $g(\mathbf x)=\max_i\mathbf n_i\cdot\mathbf x$. A triangle of age $u$ contains the points with $g\le vu$, measured from its centre. The maximum of a sum is at most the sum of the maxima, so $g(\mathbf a+\mathbf b)\le g(\mathbf a)+g(\mathbf b)$. This replaces the triangle inequality. Merged islands are again taken to be the union of the separate shapes. Replacing $\pi$ by $3\sqrt3$ gives

$$X_\triangle=\int_0^tJ\,3\sqrt3\,v^2u^2\,du=\sqrt3\,Jv^2t^3 .$$

At the same $J$ and $v$ the half-time falls to 0.74 s, which is 15 % below the value for discs. The reason is area: a triangle is larger than its inscribed circle. If the comparison were made at equal island area for each age, the half-time would not change.

Mixed orientations break the argument. The corners of a triangle are at distance $2r$ from its centre and move at $2v$. A phantom born near the middle of an older edge, with a corner pointing outward, overtakes that edge.

### Islands that start with a finite size

A stable nucleus contains several atoms. Let an island appear with radius $r_0$, provided that its centre is on bare ground. If phantoms are included, the exponent is

$$X_0=\int_0^t\pi J(r_0+vu)^2\,du=\pi J\left(r_0^2t+r_0vt^2+\frac{v^2t^3}{3}\right).$$

This overestimates the coverage, since a phantom born just inside an edge sticks out by up to $r_0$. The original law is a lower bound. To see this, let a nucleus be rejected because it lies at distance at most $r_0+v(t'-t_0)$ from an older centre. A point-like island started there would reach no farther from that centre than $r_0+v(t'-t_0)+v(t-t')=r_0+v(t-t_0)$, so it would stay inside the older island. Hence

$$1-e^{-kt^3}\le\theta\le1-e^{-X_0}.$$

For $r_0=1$ nm, a disc of about 45 atoms in a germanium bilayer, the coverage at 0.87 s rises by at most 0.024 above the original law, and the half-time shortens by at most 2.3 %. The simulated rise is 0.0235 and the upper bound is 0.0238. The difference between these two numbers is sampling noise. Phantoms that stick out by at most 1 nm add only of order $10^{-5}$ to the coverage, so in this case the bound is practically the actual value.

### The second layer starts early

Islands may also nucleate on top of the first layer. Assume the same $J$ and $v$ there. The expected area of second-layer discs per unit surface area, overlaps counted repeatedly, is an upper bound on the second-layer coverage $\theta_2$:

$$\theta_2(t)\le\int_0^tJ\theta(s)\,\pi v^2(t-s)^2\,ds .$$

Since $\theta(s)\le ks^3$ and $\pi Jv^2=3k$, the right-hand side is at most

$$3k^2\int_0^ts^3(t-s)^2\,ds=3k^2t^6\left(\frac14-\frac25+\frac16\right)=\frac{k^2t^6}{20}.$$

At the half-time this is $(\ln2)^2/20=0.024$. The full integral gives the tighter bound 0.0222. The simulation gives 0.0216, with a sampling error of a few units in the last digit; the expected value is near 0.0213. Within the model the second layer does not change $\theta$, because each upper disc stays inside the older disc below it. In a real system it would still consume material.

### Feeding the islands

Constant $J$ and $v$ require a nearly constant density of mobile adspecies, the growth units adsorbed on the surface. Suppose they arrive at rate $F$, measured in layers per second, and that most of them return to the vapour at a rate proportional to their density. Let $\sigma$ be this density divided by its value without islands. If the density is uniform and adjusts quickly, arrival balances return and growth:

$$F=F\sigma+\dot\theta\quad\Longrightarrow\quad\sigma=1-\frac{\dot\theta}{F}.$$

Take the edge speed as $v\sigma$, which neglects release from edges, and the nucleation rate as $J\sigma^3$. Three sums per unit area then describe the extended film: the number of islands $\mathcal N$, the sum of their radii $\mathcal R$, and $X$:

$$\dot{\mathcal N}=J\sigma^3,\qquad\dot{\mathcal R}=v\sigma\,\mathcal N,\qquad\dot X=2\pi v\sigma\,\mathcal R .$$

The last equation holds because each disc gains area at the rate $2\pi r\,\dot r$. New islands start with zero radius and add nothing to $\mathcal R$ or $X$ at birth. With $D=2\pi v\mathcal R\,e^{-X}$ the filling rate is $\dot\theta=e^{-X}\dot X=\sigma D$. Inserting this into the balance gives $\sigma=1-\sigma D/F$, hence

$$\sigma=\frac{1}{1+D/F}.$$

For $F\to\infty$, $\sigma=1$ and the three equations integrate in turn to $\mathcal N=Jt$, $\mathcal R=Jvt^2/2$ and $X=\pi Jv^2t^3/3$, the original law. For $F=20$ layers/s the half-time becomes 0.90 s, an increase of 3.6 %. This estimate leaves out consumption by the second layer. It also rests on the assumed third power, which suits a nucleus of only a few atoms. If the nucleation rate falls more steeply with $\sigma$, as it would for a nucleus as large as the 1 nm disc above, the half-time is longer: the same equations give an increase of 6 % for the power 10 and 16 % for the power 46.

The opposite limit has no return to the vapour. Every arriving unit must then be on the surface or in a layer. If few are stored as adspecies and the second layer is small, $\theta\approx Ft$. This straight line cannot agree with a law that starts as $t^3$. Constant $J$ and $v$ are then inconsistent with the supply.

### Beside a real wafer

The values of $J$ and $v$ are rough choices that make a layer take about a second, not measurements on germanium. The resulting 24 nm/min is the peak rate at which the first layer fills, not the steady growth rate of a thick film. The island density is also uncertain: at 800 K, diffusion on a clean surface may give far fewer islands. On an unlimited surface, a value of $J$ a thousand times smaller at the same $v$ would lengthen the half-time tenfold. On a real wafer, advancing steps could fill much of each terrace before then.

The return of adspecies to the vapour is the assumption most dependent on chemistry. Germanium atoms hardly evaporate at 800 K on the time scale of one layer, so the returning species would have to be a molecule, such as a halide. If instead all material stays and arrives at 1 layer/s, the estimate $\theta\approx Ft$ gives a half-time near 0.5 s instead of 0.87 s.

Steps are the other serious limit. A wafer cut at angle $\alpha$ to the crystal plane has terraces of width $h/\tan\alpha$, where $h$ is the layer height. At $0.02^\circ$ and $h=0.329$ nm the width is 943 nm; the actual lattice constant lowers this by less than 1 %. If the existing steps also advance at 50 nm/s, they sweep $50\times0.87/943=0.046$ of each terrace by the half-time. This miscut is much smaller than the few tenths of a degree that nominally flat wafers may have. At $0.22^\circ$ the steps alone sweep half of each terrace in 0.87 s. Any islands that form on the remaining half make the half-time shorter still, although steps also collect adspecies and can suppress nucleation near them. The law for an unlimited surface no longer applies.

Temperature enters through $Jv^2$. If this product varies as $e^{-E/k_{\rm B}T}$, then $t_{1/2}\propto e^{E/3k_{\rm B}T}$ and

$$\frac{\delta t_{1/2}}{t_{1/2}}\approx-\frac{E}{3k_{\rm B}T^2}\,\delta T .$$

For an assumed $E=3.0$ eV, a wafer 1 K warmer has a half-time 1.8 % shorter. The positive sign of $E$ is part of the assumption. At fixed gas supply, heating also speeds the return of adspecies to the vapour and so lowers their density. If this outweighs the faster surface processes, $E$ is negative and a warmer wafer fills more slowly. The 15 % found for triangles is larger than the 1.8 % found here, but it depends on comparing triangles and discs at equal edge speed. The numerical output below lists the values with more digits.

## Calculated quantities

```
nucleation rate J = 4.0e-04 nm^-2 s^-1 = 4.0e+10 cm^-2 s^-1
edge speed v = 50 nm/s; temperature = 800 K
k = pi J v^2/3 = 1.0472 s^-3
t (s) | extended | law | simulated | std error | real-only exponent
0.4 | 0.0670 | 0.0648 | 0.0656 | 0.0006 | 0.0646
0.6 | 0.2262 | 0.2024 | 0.2047 | 0.0014 | 0.2004
0.8 | 0.5362 | 0.4150 | 0.4179 | 0.0021 | 0.4071
1.0 | 1.0472 | 0.6491 | 0.6526 | 0.0023 | 0.6315
1.2 | 1.8096 | 0.8363 | 0.8390 | 0.0018 | 0.8126
simulation: 600 runs, square of side 500 nm
largest change of coverage by phantoms = 0.0
simulated log-log slope, 0.6 to 1.2 s = 2.995
half-time = 0.8715 s
time of fastest filling = 0.8603 s
coverage at fastest filling = 0.4866
peak filling rate = 1.1936 layers/s
layer height, Ge(111) bilayer = 0.33 nm
peak rate as thickness = 24 nm/min
real nuclei at 1.6 s, simulated = 3.507e+10 cm^-2
  its standard error = 1.2e+08 cm^-2
real nuclei at 1.6 s, integral = 3.511e+10 cm^-2
final density of nuclei = 3.517e+10 cm^-2
mean spacing, density^(-1/2) = 53.3 nm
sqrt-age growth, c = 50 nm s^-1/2, t = 1.0 s:
  real nuclei only: coverage = 0.7831
  phantoms added: coverage = 0.7932
Neglected effects (half-time changes relative to the law)
triangles: half-time = 0.7369 s, -15.4 %
start radius 1 nm: half-time change at most -2.3 %
  coverage rise at half-time, upper bound = 0.0238
  coverage rise at half-time, simulated = 0.0235
arrival flux = 20 layers/s; J power = 3
  depletion: half-time = 0.9025 s, +3.6 %
barrier of J v^2 = 3.0 eV; 1 K warmer: half-time -1.8 %
second layer at half-time, upper bound = 0.0222
second layer at half-time, simulated = 0.0216
miscut 0.02 deg: terrace width = 943 nm
  fraction swept by steps at half-time = 0.046
miscut at which steps sweep half a terrace = 0.22 deg
```
